# The energy of a product of strongly orthogonal geminals: test program

```python
"""
Energy of an antisymmetrized product of strongly orthogonal geminals (APSG).

General result under test, for geminals |K> = 1/2 sum_pq C_pq a+_p a+_q |vac>:
  E = sum_K [ Tr(h g_K) + 1/2 sum <pq|rs> C_pq* C_rs ]
      + sum_{K<L} sum (<pq|rs> - <pq|sr>) g_K[r,p] g_L[s,q],   g_K = C C^dagger
Singlet result under test, with real natural orbitals and amplitudes c_i:
  E = sum_i 2 c_i^2 h_ii + sum_{i,j same geminal} c_i c_j K_ij
      + sum_{i,j different geminals} c_i^2 c_j^2 (2 J_ij - K_ij)
J_ij = (ii|jj), K_ij = (ij|ij); h is the one-electron Hamiltonian.
Strong orthogonality means C_K^dagger C_L = 0 for different geminals.
"""
from itertools import combinations, product
import numpy as np
from scipy.linalg import eigh, expm
from scipy.optimize import minimize
from scipy.constants import physical_constants
from pyscf import gto, scf, fci

rng = np.random.default_rng(7)


def random_complex(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


def random_geminal(columns):
    """Normalized antisymmetric matrix built on the given orbital columns."""
    x = random_complex(columns.shape[1], columns.shape[1])
    c = columns @ (x - x.T) @ columns.T
    return c / np.sqrt(0.5 * np.vdot(c, c).real)


# ---- Arai's theorem: find every solution of the orthogonality condition ----
dim = 8
first = random_geminal(random_complex(dim, 4))
index_pairs = list(combinations(range(dim), 2))
columns = []
for p, q in index_pairs:
    unit = np.zeros((dim, dim))
    unit[p, q], unit[q, p] = 1, -1
    columns.append((first.conj().T @ unit).ravel())
_, singular, vh = np.linalg.svd(np.array(columns).T)
n_solutions = int(np.sum(singular < 1e-10))
occupation, natural = np.linalg.eigh(first @ first.conj().T)
empty = natural[:, occupation < 1e-10]
n_empty = empty.shape[1]
outside = empty @ empty.conj().T
arai_error = 0.0
for row in vh[len(index_pairs) - n_solutions:]:
    second = np.zeros((dim, dim), complex)
    for (p, q), value in zip(index_pairs, row.conj()):
        second[p, q], second[q, p] = value, -value
    arai_error = max(arai_error,
                     np.abs(outside @ second @ outside.T - second).max())
assert n_solutions == n_empty * (n_empty - 1) // 2 and n_solutions > 0
assert arai_error < 1e-10

# ---- General energy against an explicit Fock-space expectation value ----
M = 10
states = np.arange(2**M)
filled = np.array([(states >> p) & 1 for p in range(M)])
sign = np.array([1 - 2 * (filled[:p].sum(axis=0) % 2) for p in range(M)])


def annihilate(p, vec):
    out = np.zeros_like(vec)
    src = states[filled[p] == 1]
    out[src ^ (1 << p)] = sign[p][src] * vec[src]
    return out


def create(p, vec):
    out = np.zeros_like(vec)
    src = states[filled[p] == 0]
    out[src | (1 << p)] = sign[p][src] * vec[src]
    return out


def product_state(geminals):
    vec = np.zeros(2**M, complex)
    vec[0] = 1
    for c in geminals:
        new = np.zeros_like(vec)
        for q in range(M):
            created = create(q, vec)
            for p in range(q):
                new += c[p, q] * create(p, created)
        vec = new
    return vec


h_model = random_complex(M, M)
h_model = (h_model + h_model.conj().T) / 2
v_model = 0.2 * random_complex(M, M, M, M)
v_model = v_model + v_model.transpose(1, 0, 3, 2)
v_model = v_model + v_model.transpose(2, 3, 0, 1).conj()


def fock_space_energy(vec):
    one = np.array([annihilate(p, vec) for p in range(M)])
    two = np.array([[annihilate(q, one[p]) for q in range(M)]
                    for p in range(M)]).reshape(M * M, -1)
    norm = np.vdot(vec, vec).real
    energy = np.sum(h_model * (one.conj() @ one.T))
    energy += 0.5 * np.sum(v_model.reshape(M * M, M * M) * (two.conj() @ two.T))
    return energy.real / norm, norm


def general_formula(geminals):
    dens = [c @ c.conj().T for c in geminals]
    energy = sum(np.trace(h_model @ g) for g in dens)
    for c in geminals:
        energy += 0.5 * np.einsum('pqrs,pq,rs->', v_model, c.conj(), c,
                                  optimize=True)
    anti = v_model - v_model.transpose(0, 1, 3, 2)
    for a, b in combinations(dens, 2):
        energy += np.einsum('pqrs,rp,sq->', anti, a, b, optimize=True)
    return energy.real


unitary = np.linalg.qr(random_complex(M, M))[0]
strong = [random_geminal(unitary[:, a:b]) for a, b in ((0, 4), (4, 8), (8, 10))]
strong_exact, strong_norm = fock_space_energy(product_state(strong))
strong_formula = general_formula(strong)
assert abs(strong_norm - 1) < 1e-10
assert abs(strong_exact - strong_formula) < 1e-9

# Zero overlap alone, with shared orbitals, must not be enough.
weak_1, weak_2 = random_geminal(np.eye(M)), random_geminal(np.eye(M))
weak_2 = weak_2 - weak_1 * 0.5 * np.vdot(weak_1, weak_2)
weak_2 /= np.sqrt(0.5 * np.vdot(weak_2, weak_2).real)
assert abs(np.vdot(weak_1, weak_2)) < 1e-12
weak_exact, weak_norm = fock_space_energy(product_state([weak_1, weak_2]))
weak_formula = general_formula([weak_1, weak_2])
assert abs(weak_norm - 1) > 1e-2 and abs(weak_exact - weak_formula) > 1e-2

# ---- CO in a minimal basis: three two-orbital and four one-orbital pairs ----
distance = 1.15
mol = gto.M(atom=[['C', (0, 0, 0)], ['O', (0, 0, distance)]], unit='Angstrom',
            basis='sto-3g', verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
e_nuc = mol.energy_nuc()
fock, overlap = mf.get_fock(), mf.get_ovlp()
labels = mol.ao_labels(fmt=None)
pi_x = [i for i, lab in enumerate(labels) if lab[3] == 'x']
pi_y = [i for i, lab in enumerate(labels) if lab[3] == 'y']
sigma = [i for i in range(mol.nao) if i not in pi_x + pi_y]
norb = mol.nao
orbitals = np.zeros((norb, norb))
start_col = 0
for block in (sigma, pi_x, pi_y):
    ix = np.ix_(block, block)
    vectors = eigh(fock[ix], overlap[ix])[1]
    orbitals[block, start_col:start_col + len(block)] = vectors
    start_col += len(block)


def rotate_tensor(tensor, u):
    for _ in range(4):
        tensor = np.tensordot(tensor, u, axes=(0, 0))
    return tensor


h_start = orbitals.T @ mf.get_hcore() @ orbitals
eri_start = rotate_tensor(mol.intor('int2e'), orbitals)

# Geminal label of each orbital: 4 closed sigma pairs, sigma bond, pi_x, pi_y.
group = np.array([0, 1, 2, 3, 4, 4, 5, 5, 6, 6])
same = group[:, None] == group[None, :]
rotations = [(i, a) for i in range(4) for a in (4, 5)]
rotations += [(4, 5), (6, 7), (8, 9)]
n_rot = len(rotations)


def energy_parts(h, eri, c):
    coulomb = np.einsum('iijj->ij', eri)
    exchange = np.einsum('ijij->ij', eri)
    n = c * c
    one = 2 * n @ np.diag(h)
    intra = c @ (exchange * same) @ c
    inter = n @ ((2 * coulomb - exchange) * ~same) @ n
    return one, intra, inter


def unpack(x, h0, eri0):
    kappa = np.zeros((norb, norb))
    for value, (i, a) in zip(x, rotations):
        kappa[i, a], kappa[a, i] = value, -value
    u = expm(kappa)
    c = np.ones(norb)
    for k, angle in enumerate(x[n_rot:]):
        c[4 + 2 * k], c[5 + 2 * k] = np.cos(angle), np.sin(angle)
    return u.T @ h0 @ u, rotate_tensor(eri0, u), c


best = None
for partner in (2, 3, 4):
    order = [i for i in range(5) if i != partner] + [partner, 5, 6, 7, 8, 9]
    h0 = h_start[np.ix_(order, order)]
    eri0 = eri_start[np.ix_(order, order, order, order)]
    x0 = np.zeros(n_rot + 3)
    e_closed = sum(energy_parts(*unpack(x0, h0, eri0))) + e_nuc
    assert abs(e_closed - mf.e_tot) < 1e-8
    x0[n_rot:] = -0.1
    result = minimize(lambda x: sum(energy_parts(*unpack(x, h0, eri0))), x0,
                      method='BFGS', jac='3-point',
                      options={'gtol': 1e-6, 'maxiter': 200})
    if best is None or result.fun < best[0].fun:
        best = (result, h0, eri0)
result, h0, eri0 = best
assert np.abs(result.jac).max() < 1e-4
h, eri, c = unpack(result.x, h0, eri0)
eri = np.ascontiguousarray(eri)
one, intra, inter = energy_parts(h, eri, c)
e_apsg = one + intra + inter + e_nuc
J = np.einsum('iijj->ij', eri)
K = np.einsum('ijij->ij', eri)
n = c * c

# Explicit determinant expansion, evaluated by a general CI program.
nelec = (7, 7)
n_strings = fci.cistring.num_strings(norb, 7)


def address(occupied):
    return fci.cistring.str2addr(norb, 7, sum(1 << int(i) for i in occupied))


ci_apsg = np.zeros((n_strings, n_strings))
members = [np.flatnonzero(group == k) for k in range(7)]
n_determinants = 0
for choice in product(*members):
    a = address(choice)
    ci_apsg[a, a] = np.prod(c[list(choice)])
    n_determinants += 1
e_explicit = fci.direct_spin1.energy(h, eri, ci_apsg, norb, nelec) + e_nuc
assert abs(np.vdot(ci_apsg, ci_apsg) - 1) < 1e-12
assert abs(e_explicit - e_apsg) < 1e-8

# Effective pair equations at the independently found energy minimum.
pair_eigenvalues = []
for orbs in members:
    others = np.flatnonzero(group != group[orbs[0]])
    field = (2 * J - K)[np.ix_(orbs, others)] @ n[others]
    h_pair = np.diag(2 * np.diag(h)[orbs] + 2 * field) + K[np.ix_(orbs, orbs)]
    eps = np.linalg.eigvalsh(h_pair)[0]
    assert np.abs(h_pair @ c[orbs] - eps * c[orbs]).max() < 1e-4
    pair_eigenvalues.append(eps)
assert abs(sum(pair_eigenvalues) - inter + e_nuc - e_apsg) < 1e-7

# Full seniority-zero CI in the same orbitals, then full CI.
dets = list(combinations(range(norb), 7))
h_zero = np.zeros((len(dets), len(dets)))
for a, occ_a in enumerate(dets):
    ia = list(occ_a)
    h_zero[a, a] = 2 * np.diag(h)[ia].sum() + (2 * J - K)[np.ix_(ia, ia)].sum()
    for b in range(a):
        moved = set(occ_a) ^ set(dets[b])
        if len(moved) == 2:
            i, j = moved
            h_zero[a, b] = h_zero[b, a] = K[i, j]
values, vectors = np.linalg.eigh(h_zero)
e_zero = values[0] + e_nuc
ci_zero = np.zeros((n_strings, n_strings))
for occ, value in zip(dets, vectors[:, 0]):
    ci_zero[address(occ), address(occ)] = value
e_zero_check = fci.direct_spin1.energy(h, eri, ci_zero, norb, nelec) + e_nuc
assert abs(e_zero_check - e_zero) < 1e-8
solver = fci.direct_spin1.FCI()
solver.conv_tol = 1e-10
solver.max_cycle = 200
e_full, ci_full = solver.kernel(h, eri, norb, nelec, ci0=ci_apsg)
e_full += e_nuc
assert abs(fci.spin_op.spin_square0(ci_full, norb, nelec)[0]) < 1e-3
assert e_full < e_zero <= e_apsg + 1e-10 and e_apsg < mf.e_tot

# ---- Numbers for the text ----
print("Arai test: orbital space dimension", dim, ", empty orbitals", n_empty)
print("Arai test: independent solutions found", n_solutions)
print(f"Arai test: largest component outside = {arai_error:.1e}")
print("Random model, three strongly orthogonal geminals (model units):")
print(f"  norm {strong_norm:.8f}, Fock-space E {strong_exact:.8f}")
print(f"  formula E {strong_formula:.8f}")
print("Random model, two geminals with zero overlap only (model units):")
print(f"  norm {weak_norm:.6f}, Fock-space E {weak_exact:.6f}")
print(f"  formula E {weak_formula:.6f}")
print(f"CO, STO-3G, distance = {distance:.2f} angstrom; energies in hartree")
print("Orbitals", norb, ", geminals", len(members),
      ", determinants in APSG", n_determinants)
for name, i in (("sigma", 4), ("pi_x", 6), ("pi_y", 8)):
    print(f"{name}: c1 = {c[i]:.6f}, c2 = {c[i+1]:.6f}, "
          f"electrons {2*n[i]:.5f} and {2*n[i+1]:.5f}")
print(f"pi_x: h11 = {h[6,6]:.6f}, h22 = {h[7,7]:.6f} hartree")
print(f"pi_x: J11 = {J[6,6]:.6f}, J22 = {J[7,7]:.6f}, "
      f"K12 = {K[6,7]:.6f} hartree")
pi_one = 2 * n[6:8] @ np.diag(h)[6:8]
pi_intra = c[6:8] @ K[6:8, 6:8] @ c[6:8]
print(f"pi_x: one-electron part = {pi_one:.6f} hartree")
print(f"pi_x: repulsion inside pair = {pi_intra:.6f} hartree")
print(f"pi_x: own pair energy = {pi_one + pi_intra:.6f} hartree")
for i in (6, 7):
    for j in (8, 9):
        print(f"pi_x orbital {i-5}, pi_y orbital {j-7}: "
              f"J = {J[i,j]:.6f}, K = {K[i,j]:.6f} hartree")
pi_inter = 2 * n[6:8] @ (2 * J - K)[6:8, 8:10] @ n[8:10]
print(f"pi_x with pi_y: interaction = {pi_inter:.6f} hartree")
for name, k in (("sigma", 4), ("pi_x", 5), ("pi_y", 6)):
    print(f"{name}: pair eigenvalue = {pair_eigenvalues[k]:.6f} hartree")
print(f"Sum of all pair eigenvalues = {sum(pair_eigenvalues):.6f} hartree")
print(f"One-electron energy = {one:.6f} hartree")
print(f"Repulsion inside geminals = {intra:.6f} hartree")
print(f"Interaction between geminals = {inter:.6f} hartree")
print(f"Nuclear repulsion = {e_nuc:.6f} hartree")
print(f"APSG energy, formula = {e_apsg:.8f} hartree")
print(f"APSG energy, explicit determinants = {e_explicit:.8f} hartree")
print(f"Hartree-Fock energy = {mf.e_tot:.6f} hartree")
print(f"Seniority-zero CI, same orbitals = {e_zero:.6f} hartree")
print(f"Full CI energy, same basis = {e_full:.6f} hartree")
gain = mf.e_tot - e_apsg
ev = physical_constants['Hartree energy in eV'][0]
print(f"APSG lowering below Hartree-Fock = {gain:.6f} hartree "
      f"= {gain * ev:.4f} eV")
print(f"Share of full-CI correlation energy = "
      f"{100 * gain / (mf.e_tot - e_full):.2f} percent")
print("success")
```

Printed output:

```
Arai test: orbital space dimension 8 , empty orbitals 4
Arai test: independent solutions found 6
Arai test: largest component outside = 1.9e-15
Random model, three strongly orthogonal geminals (model units):
  norm 1.00000000, Fock-space E 4.09477457
  formula E 4.09477457
Random model, two geminals with zero overlap only (model units):
  norm 0.631969, Fock-space E 1.958719
  formula E 3.489447
CO, STO-3G, distance = 1.15 angstrom; energies in hartree
Orbitals 10 , geminals 7 , determinants in APSG 8
sigma: c1 = 0.998220, c2 = -0.059633, electrons 1.99289 and 0.00711
pi_x: c1 = 0.987973, c2 = -0.154627, electrons 1.95218 and 0.04782
pi_y: c1 = 0.987973, c2 = -0.154627, electrons 1.95218 and 0.04782
pi_x: h11 = -8.480308, h22 = -7.474356 hartree
pi_x: J11 = 0.656570, J22 = 0.589294, K12 = 0.170342 hartree
pi_x: one-electron part = -16.912512 hartree
pi_x: repulsion inside pair = 0.602916 hartree
pi_x: own pair energy = -16.309595 hartree
pi_x orbital 1, pi_y orbital 1: J = 0.599336, K = 0.028617 hartree
pi_x orbital 1, pi_y orbital 2: J = 0.517578, K = 0.016702 hartree
pi_x orbital 2, pi_y orbital 1: J = 0.517578, K = 0.016702 hartree
pi_x orbital 2, pi_y orbital 2: J = 0.538271, K = 0.025511 hartree
pi_x with pi_y: interaction = 2.325821 hartree
sigma: pair eigenvalue = -2.370007 hartree
pi_x: pair eigenvalue = -1.777834 hartree
pi_y: pair eigenvalue = -1.777834 hartree
Sum of all pair eigenvalues = -82.048753 hartree
One-electron energy = -196.103551 hartree
Repulsion inside geminals = 11.405348 hartree
Interaction between geminals = 51.324725 hartree
Nuclear repulsion = 22.087397 hartree
APSG energy, formula = -111.28608111 hartree
APSG energy, explicit determinants = -111.28608111 hartree
Hartree-Fock energy = -111.225393 hartree
Seniority-zero CI, same orbitals = -111.294626 hartree
Full CI energy, same basis = -111.368950 hartree
APSG lowering below Hartree-Fock = 0.060688 hartree = 1.6514 eV
Share of full-CI correlation energy = 42.27 percent
success
```
